The Lattice Green Function at the Origin on Infinite and Periodic Grids

**Problem**

On a cubic grid of unit spacing, let L be the positive seven-point Laplacian,

(Lf)(x) = 6 f(x) − Σ f(six nearest neighbours of x).

On the infinite grid, G∞ is the decaying solution of L G∞ = δ, where δ is 1 at the origin and 0 elsewhere. On a periodic grid of N × N × N nodes the equation L G = δ has no solution: the sum of Lf over all nodes vanishes for every f, while the sum of δ is 1. A uniform background is therefore subtracted,

L G_N = δ − 1/N³.

This fixes G_N up to a constant, which is chosen so that G_N has zero mean.

Find the number G∞(0), and find how G_N(0) approaches it, to leading order in 1/N.

**A tempting solution, which fails**

Plane waves diagonalize L. Acting on exp(ik·x), it gives the factor

λ(k) = 6 − 2 Σ_i cos k_i = Σ_i 4 sin²(k_i/2), i = 1, 2, 3,

which is close to k² at small k. Hence

G∞(0) = ∫ d³k/(2π)³ 1/λ(k), with each k_i from −π to π,

G_N(0) = N⁻³ Σ_{k≠0} 1/λ(k), with k = 2πm/N and m an integer vector.

The term k = 0 is absent from the sum because the background removes it from the source and the zero mean removes it from the solution. These formulas are right. The integral does solve the infinite problem: 1/λ is integrable in three dimensions, so its Fourier transform decays. The solution is unique, because the difference of two decaying solutions equals the average of its neighbours everywhere, so it can have no positive maximum or negative minimum.

The argument now continues as follows. The sum is a midpoint rule for the integral, with cells of side a = 2π/N. One cell is missing, the one around k = 0, so the difference should be minus the integral over that cell. Replace the cell by a ball of equal volume, with radius κ = a (3/4π)^(1/3) = 0.6204 a, and replace λ by k²:

G_N(0) − G∞(0) ≈ −(2π)⁻³ ∫_0^κ 4πk² dk/k² = −κ/(2π²) = −0.6204/(πN) = −0.197/N.

**Where the fault lies**

The power of N is right and the coefficient is wrong. The argument assumes that the midpoint rule makes a negligible error in the cells that are kept. For a smooth integrand it would, but 1/k² has no length scale of its own, and the cells next to the origin are as large as their distance from it.

The size of the error follows from a Taylor expansion. Over a cube of side a, the mean of a function f exceeds its central value by (a²/24)∇²f to leading order, because the mean of each squared displacement is a²/12. Since ∇²k⁻² = 2k⁻⁴, the cell centred at k = am has

(integral) − (midpoint value) ≈ a³ · (a²/24) · 2/(a|m|)⁴ = a/(12|m|⁴).

This is proportional to a, just like the missing cell. Refining the grid shrinks both together. Dividing by (2π)³ and inserting a = 2π/N gives 1/(48π²N|m|⁴) per cell, so this estimate puts the six nearest cells together at about 0.013/N. The expansion is rough for cells so near the origin (integrating 1/k² over those six cells numerically gives 0.0075/N), but it shows the order and the sign: the midpoint sum is too small, so the true coefficient should be more negative than −0.197. The ball does not rescue the argument either. Among shapes of equal volume it collects the largest integral of 1/k², so the actual cubic cell gives a still smaller magnitude, −0.1944/N. Integrated numerically cell by cell, the errors of all the kept cells add a further −0.0314/N, which is far from negligible.

What is needed is a way to compare the whole sum with the whole integral.

**Right solution: separating the axes**

For λ > 0, 1/λ = ∫_0^∞ e^(−λt) dt. Since λ is a sum over axes, the exponential is a product, and each axis can be treated alone. Define

p(t) = (1/2π) ∫_{−π}^{π} exp[−4t sin²(k/2)] dk = e^(−2t) I₀(2t),

p_N(t) = (1/N) Σ_m exp[−4t sin²(πm/N)],

where I₀ is the modified Bessel function and m runs over N consecutive integers. Then

G∞(0) = ∫_0^∞ p³ dt,

G_N(0) = ∫_0^∞ (p_N³ − N⁻³) dt.

The subtracted N⁻³ is the mode k = 0. All integrands are positive, so the order of integration may be exchanged.

**The number on the infinite grid**

The integral over t converges slowly, so its tail is best done by hand. Put u = 2 sin(k/2). Then dk = du/√(1 − u²/4), and

p(t) = (1/2π) ∫_{−2}^{2} e^(−tu²) (1 + u²/8 + 3u⁴/128 + …) du.

At large t the limits may be moved to infinity with an exponentially small error. The Gaussian integral is √(π/t), and the means of u² and u⁴ are 1/(2t) and 3/(4t²), so

p(t) = (4πt)^(−1/2) [1 + 1/(16t) + 9/(512t²) + …].

In the cube, the coefficient of 1/t is 3/16, and that of 1/t² is 3·9/512 + 3/256 = 33/512. Integrating from T to infinity term by term,

∫_T^∞ p³ dt = (4π)^(−3/2) [2T^(−1/2) + T^(−3/2)/8 + (33/1280) T^(−5/2) + …].

For T = 50 this is 0.006357. Adaptive numerical quadrature of p³ from 0 to 50 gives 0.246374. Therefore

G∞(0) = 0.246374 + 0.006357 = 0.252731.

**The difference on the scale of the box**

The variable t acts as a diffusion time: a walker needs t of order N² to notice that the grid is periodic. Set t = N²s, so dt = N² ds, and multiply the difference by N:

N[G_N(0) − G∞(0)] = ∫_0^∞ [(N p_N)³ − (N p)³ − 1] ds,

with p_N and p taken at t = N²s. At fixed s and growing N, N² · 4 sin²(πm/N) tends to 4π²m², and the large-t form of p applies. Thus

N p_N → θ(s) = Σ_m exp(−4π²m²s), m over all integers,

N p → g(s) = (4πs)^(−1/2).

If the limit may be taken under the integral, the coefficient sought is

C = ∫_0^∞ [θ³ − g³ − 1] ds.

**Why the limit may be taken**

It suffices to bound the integrand, for every N, by one integrable function of s.

For s ≥ 1, use |sin x| ≥ 2|x|/π for |x| ≤ π/2. With |m| ≤ N/2 it gives 4N² sin²(πm/N) ≥ 16m², and hence

N p_N ≤ Σ_m exp(−16m²s).

This also justifies the termwise limit leading to θ. The same inequality gives 4 sin²(k/2) ≥ 4k²/π², so

p(t) ≤ (1/2π) √(π³/4t) = √π/(4√t), and N p ≤ √π/(4√s).

So (N p_N)³ − 1 lies below an exponentially decaying function, and (N p)³ below a multiple of s^(−3/2). Both are integrable from 1 to infinity.

For s < 1 the two cubes are separately large and their difference must be bounded. Let P_n(t) be the probability that a walker on a line, hopping at unit rate to each side, is at site n after starting from 0. It obeys

dP_n/dt = P_{n+1} + P_{n−1} − 2P_n,

and P_0 = p. Winding the line onto a ring of N sites identifies all multiples of N with the origin, so

p_N − p = 2 Σ_{j≥1} P_{jN}.

These images are small for two reasons.

First, P_n does not increase with n for n ≥ 0. Let d_n = P_n − P_{n+1}. For n ≥ 1 it obeys the same equation as P_n. For n = 0, symmetry gives d_{−1} = −d_0, so dd_0/dt = d_1 − 3d_0. The functions e^(3t)d_n then have rates of change that are sums of such functions with non-negative coefficients. They start at 1 for n = 0 and at 0 otherwise, so they never become negative.

Second, the walker rarely goes far. From

Σ_n P_n e^(ikn) = exp[−2t(1 − cos k)] = 1 − tk² + (t²/2 + t/12)k⁴ + …,

the fourth moment is 24(t²/2 + t/12) = 12t² + 2t, half of it from n > 0.

At least n/2 integers l satisfy n/2 < l ≤ n. Each has P_l ≥ P_n and l⁴ ≥ n⁴/16. Thus

(n/2)(n⁴/16) P_n ≤ 6t² + t, or P_n ≤ 32(6t² + t)/n⁵.

Insert n = jN and t = N²s:

N(p_N − p) ≤ 64 (6s² + s/N²) Σ_{j≥1} j⁻⁵ ≤ 900 s for s < 1,

because 64 · 7 = 448 and the sum over j is below 2. Now write A = N p_N and B = N p. Since A ≥ B,

A³ − B³ = (A − B)(A² + AB + B²) ≤ 900 s · 3A².

As A ≤ 900s + √π/(4√s) ≤ 901/√s, the product s A² is bounded. The integrand is bounded on 0 < s < 1, and the limit is justified.

**Evaluating the constant**

At small s many terms of θ matter, so a second form is needed. The periodic sum of Gaussians Σ_j g(s) exp[−(x − j)²/4s] has Fourier coefficients exp(−4π²m²s), since each coefficient is the Fourier integral of a single Gaussian. At x = 0 this gives

θ(s) = g(s) Σ_j exp(−j²/4s).

Split the integral for C at σ = 1/(4π), and let r = |n| for nonzero integer vectors n.

Below σ, use the Gaussian form. The term n = 0 of θ³ cancels g³. For the others put w = r/(2√s), so that g³ = w³/(π^(3/2)r³) and ds = −r² dw/(2w³). Each term gives

∫_0^σ g³ e^(−r²/4s) ds = [1/(2π^(3/2)r)] ∫_{√π r}^∞ e^(−w²) dw = erfc(√π r)/(4πr).

The −1 in the integrand contributes −σ = −1/(4π).

Above σ, use the original form. The term n = 0 of θ³ cancels the −1, and the others give

∫_σ^∞ e^(−4π²r²s) ds = e^(−πr²)/(4π²r²).

The remaining −g³ contributes −2(4π)^(−3/2)σ^(−1/2) = −2/(4π). Collecting the pieces and multiplying by 4π,

4πC = −3 + Σ_{n≠0} [erfc(√π r)/r + e^(−πr²)/(πr²)].

The first shells of integer vectors contribute:

r² = 1, 6 vectors: 0.073133 + 0.082533 = 0.155666
r² = 2, 12 vectors: 0.003333 + 0.003567 = 0.006900
r² = 3, 8 vectors: 0.000065 + 0.000068 = 0.000133

With the remaining shells the sum is 0.162703. Defining ξ = −4πC, we have ξ = 3 − 0.162703 = 2.837297, and the answer to the problem is

G_N(0) = G∞(0) − ξ/(4πN) + o(1/N) = 0.2527 − 2.8373/(4πN) + o(1/N).

The coefficient is −0.2258, against −0.197 from the missing cell: the tempting answer is 13% too small in magnitude, relative to the correct one.

**What the constant means**

In the continuum, take a unit point charge in a periodic cubic cell of side 1, with a neutralizing background and zero mean potential. In atomic units −∇²φ = 4πρ, and the steps used above give φ(r) as 4π times the s-integral of a periodic Gaussian minus 1. The bare potential 1/r is 4π times the s-integral of the central Gaussian alone. Subtract the two and let r → 0:

φ(r) − 1/r → 4π ∫_0^∞ [θ³ − g³ − 1] ds = −ξ.

For a cell of side L the limit is −ξ/L, since potentials scale as inverse length. Thus ξ belongs to the cubic cell, whereas 0.2527 belongs to the seven-point stencil. The short-distance structure of the grid cancels from the leading difference, which is set by diffusion over the whole box.

**Finite grids and the next term**

Direct summation over the modes gives the following values. The third column is G∞(0) − ξ/(4πN).

N = 8: 0.224606, 0.224508
N = 16: 0.238630, 0.238619
N = 32: 0.245677, 0.245675
N = 64: 0.249203, 0.249203

Here the first number after N is G_N(0). Even at N = 64 it lies 1.4% below G∞(0), relative to G∞(0), so enlarging the box is a slow way to reach the infinite grid. Adding ξ/(4πN) leaves an error of only 0.04% of G∞(0) at N = 8.

The small remainder can be understood by keeping one more term of the eigenvalue, 4 sin²(k/2) = k² − k⁴/12 + …. With k = 2πm/N and t = N²s, each exponential in θ acquires the factor 1 + (2πm)⁴s/(12N²). Since θ″ = Σ_m (2πm)⁴ exp(−4π²m²s), this means

θ → θ + sθ″/(12N²), and likewise g → g + sg″/(12N²).

The change of a cube is three times the square times the change, so the next term of G_N(0) is D/N³ with

D = ∫_0^∞ (s/4)[θ²θ″ − g²g″] ds = 0.0429

by numerical quadrature. This step is formal: the exchange of expansion and integral has not been bounded here. The mode sums support it. The remainder after two terms, multiplied by N³, is 0.0500, 0.0445, 0.0433 and 0.0430 for the four grids.

The opposite extreme, N = 2, can be done by hand. Each k_i is 0 or π, so λ is 4 for three modes, 8 for three and 12 for one:

G_2(0) = (3/4 + 3/8 + 1/12)/8 = 29/192 = 0.1510.

The two-term formula gives 0.2527 − 0.1129 = 0.1398, which is 7% too low relative to the true value.

**A charge on a grid node**

Let the spacing be h and the cell side L = Nh. A unit charge on one node has density 1/h³ there, and the discrete Poisson equation is

Lap φ/h² = (4π/h³)(δ − 1/N³),

where Lap denotes the operator called L in the problem. Hence φ(0) = 4πG_N(0)/h. The self-energy is U = φ(0)/2; the background adds nothing, because the mean of φ is zero. Inserting the expansion,

U = 2πG∞(0)/h − ξ/(2L) + 2πD/(hN³) + ….

In the second term h has combined with N to give L. The third equals 2πD h²/L³, a discretization error of the periodic shift.

Take one elementary charge in a cell of side 10 Å. The atomic unit of energy times length is e²/(4πε₀) = 14.399645 eV Å, and 4πG∞(0) = 3.17591. For h = 0.5 Å, N = 20,

infinite-grid part: 3.17591 × 14.399645/(2 × 0.5) = 45.7320 eV,

periodic shift: −2.83730 × 14.399645/(2 × 10) = −2.0428 eV (−0.0751 hartree).

Their sum is 43.6892 eV. Solving the discrete equation by fast Fourier transform gives 43.6902 eV (1.6056 hartree), a remainder of 0.00099 eV, of which the D term gives 0.00097 eV.

For h = 0.25 Å, N = 40, the infinite-grid part doubles to 91.4640 eV, while the shift stays at −2.0428 eV. The solved energy is 89.4214 eV (3.2862 hartree), and the remainder has fallen to 0.00024 eV, about a quarter of its former value, as h² requires.

The large first part is no physical energy. It is the self-interaction of a charge whose size is set by the grid spacing (a uniformly charged cube would need a side of about 0.6 h to have the same energy), and it diverges as h → 0. The shift is the part that survives refinement. For a cubic cell it vanishes only as the cell grows; for other shapes the constant differs and can pass through zero (for sides L, L, cL it changes sign between c = 3 and c = 4).

**Conditions on the result**

The zero mean matters. If G_N were instead set to zero at a node whose distance from the origin grows in proportion to N, its value at the origin would change by minus the zero-mean value at that node, which scales as 1/N at such distances. ξ would then be replaced by another number, unless the node lies where the zero-mean potential itself vanishes. For the node farthest from the origin that value is about −0.802/(4πN), and ξ becomes about 2.035. A node at fixed distance changes even the limit: for a nearest neighbour, the equation at the origin gives G_N(0) = (1 − 1/N³)/6, which tends to 1/6 rather than to G∞(0). The cubic shape matters too: for unequal sides, θ³ becomes a product of three different functions.

The dimension matters most. In two dimensions the infinite-grid integrand is p², which falls as 1/(4πt), and its integral diverges logarithmically. There is then no finite G∞(0) to approach.

Numerical values quoted here were computed with a short program.
